# Relative-speed weighting of gas partners in sputtered-atom Monte Carlo: test program

```python
"""Hard-sphere test-particle Monte Carlo for a sputtered atom in a thermal gas.
Result under test: if partners are drawn with weight q(g) times the gas
Maxwellian and collisions occur at total rate r(v), the time-stationary law is
    pi(v) ~ f_m(v) <q>(v) / r(v).
Only q = g with r ~ <g> is the true hard-sphere gas and gives f_m; q = 1 with
r ~ <g> gives the too cold law f_m/<g>.
Symbols: m, M atom and gas masses; R = m/M; g relative speed; f_m Maxwellian.
Reduced units: speed a = sqrt(2kT/M), length 1/(n sigma), energy kT.
The reduced atom speed is s, and its energy is R s^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf

rng = np.random.default_rng(20417)
MEAN_GAS_SPEED = 2 / np.sqrt(np.pi)

# ---------- closed formula and partner quadrature ----------


def mean_g(s):
    s = np.maximum(s, 1e-9)
    return np.exp(-s**2) / np.sqrt(np.pi) + (s + 0.5 / s) * erf(s)


xv, wv = np.polynomial.legendre.leggauss(80)
xc, wc = np.polynomial.legendre.leggauss(48)
V_grid, C_grid = [q.ravel() for q in np.meshgrid(2.75 * (xv + 1), xc, indexing="ij")]
W_grid = np.outer(2.75 * wv, 0.5 * wc).ravel()
W_grid = W_grid * 4 / np.sqrt(np.pi) * V_grid**2 * np.exp(-V_grid**2)


def g_grid(s):
    return np.sqrt(s**2 + V_grid**2 - 2 * s * V_grid * C_grid)


def mean_energy(R, factor, power=2):
    """Mean energy in kT for speed law x^power exp(-x^2) factor(s)."""
    def weight(x):
        return x**power * np.exp(-x * x) * factor(x / np.sqrt(R))
    top = quad(lambda x: x * x * weight(x), 0, 8, limit=300)[0]
    return top / quad(weight, 0, 8, limit=300)[0]


for s in (0.05, 0.5, 1.0, 2.0, 4.0):
    assert abs(W_grid @ g_grid(s) / mean_g(s) - 1) < 3e-4

# ---------- Monte Carlo building blocks ----------


def isotropic(n):
    c = rng.uniform(-1, 1, n)
    phi = rng.uniform(0, 2 * np.pi, n)
    t = np.sqrt(1 - c * c)
    return np.column_stack((t * np.cos(phi), t * np.sin(phi), c))


def norm(u):
    return np.sqrt(np.einsum("ij,ij->i", u, u))


def draw_partner(vel, weighted):
    """Gas velocities and the number of proposals used."""
    n = len(vel)
    if not weighted:
        return rng.normal(0, np.sqrt(0.5), (n, 3)), n
    speed = norm(vel)
    chosen = np.empty((n, 3))
    todo = np.arange(n)
    trials = 0
    while todo.size:
        k = todo.size
        trials += k
        s = speed[todo]
        cubic = rng.random(k) * (s + MEAN_GAS_SPEED) < MEAN_GAS_SPEED
        V = np.sqrt(rng.gamma(np.where(cubic, 2.0, 1.5)))
        cand = V[:, None] * isotropic(k)
        ok = rng.random(k) * (s + V) < norm(vel[todo] - cand)
        chosen[todo[ok]] = cand[ok]
        todo = todo[~ok]
    return chosen, trials


def collide(vel, gas, R):
    centre = (R * vel + gas) / (1 + R)
    g = norm(vel - gas)
    return centre + (g / (1 + R))[:, None] * isotropic(len(vel))


# ---------- inputs of the worked example ----------
masses = {"C": 12.011, "Al": 26.982, "Cu": 63.546, "W": 183.84}
mass_gas = 39.95
R = masses["Al"] / mass_gas
T = 400.0
p_mtorr = 10.0
gap = 0.06
E_launch = 5.0
d_pair, d_gas = 0.32e-9, 0.36e-9
current, sputter_yield = 50.0, 0.6     # A/m^2, atoms per ion
kT = const.k * T
kT_eV = kT / const.e
n_gas = p_mtorr * 1e-3 * const.torr / kT
sigma = np.pi * d_pair**2
length_unit = 1 / (n_gas * sigma)
s_launch = np.sqrt(E_launch / kT_eV / R)

# ---------- sampler, mechanics and mean energy exchange ----------
N = 150000
for s in (0.4, 1.0, 2.5):
    vel = np.tile([0.0, 0.0, s], (N, 1))
    gas, trials = draw_partner(vel, True)
    gw = W_grid * g_grid(s)
    gw = gw / gw.sum()
    for sample, ref in ((norm(gas)**2, gw @ V_grid**2),
                        (gas[:, 2], gw @ (V_grid * C_grid))):
        assert abs(sample.mean() - ref) < 5 * sample.std() / np.sqrt(N) + 3e-4
    acc = mean_g(s) / (s + MEAN_GAS_SPEED)
    assert abs(N / trials - acc) < 5 * np.sqrt(acc * (1 - acc) / trials)
    gas, _ = draw_partner(vel, False)
    new = collide(vel, gas, R)
    gas_new = gas + R * (vel - new)
    before = R * norm(vel)**2 + norm(gas)**2
    assert np.allclose(before, R * norm(new)**2 + norm(gas_new)**2)
    change = R * (norm(new)**2 - s**2)
    law = -2 * R / (1 + R)**2 * (R * s**2 - 1.5)
    assert abs(change.mean() - law) < 5 * change.std() / np.sqrt(N)
s_scan = np.linspace(0.01, 10, 2000)
min_accept = np.min(mean_g(s_scan) / (s_scan + MEAN_GAS_SPEED))

# ---------- discretized kernel built from the collision mechanics ----------
bins = 120
edges = np.linspace(0, 4.5 / np.sqrt(R), bins + 1)
mid = 0.5 * (edges[1:] + edges[:-1])
P_plain = np.empty((bins, bins))
P_weighted = np.empty((bins, bins))
rate_g = np.empty(bins)
for i, s in enumerate(mid):
    g = g_grid(s)
    centre = np.sqrt((R * s)**2 + V_grid**2 + 2 * R * s * V_grid * C_grid) / (1 + R)
    low = (centre - g / (1 + R))**2
    width = 4 * centre * g / (1 + R)
    # Isotropic scattering makes the squared final speed uniform in its range.
    cdf = np.clip((edges[None, :]**2 - low[:, None]) / width[:, None], 0, 1)
    cdf[:, -1] = 1
    step = np.diff(cdf, axis=1)
    step[:, 0] += cdf[:, 0]
    P_plain[i] = W_grid @ step
    P_weighted[i] = (W_grid * g) @ step
    rate_g[i] = W_grid @ g
P_plain /= P_plain.sum(axis=1, keepdims=True)
P_weighted /= P_weighted.sum(axis=1, keepdims=True)


def stationary(P, rate):
    A = (rate[:, None] * P - np.diag(rate)).T
    A[-1] = 1
    b = np.zeros(bins)
    b[-1] = 1
    return np.linalg.solve(A, b)


def imbalance(law, P, rate):
    F = (law * rate)[:, None] * P
    return np.abs(F - F.T).sum() / F.sum()


maxwell = mid**2 * np.exp(-R * mid**2)
maxwell /= maxwell.sum()
cases = [
    ("weighted, rate <g>", P_weighted, rate_g, lambda s: 1.0),
    ("unweighted, rate <g>", P_plain, rate_g, lambda s: 1 / mean_g(s)),
    ("unweighted, constant rate", P_plain, np.ones(bins), lambda s: 1.0),
    ("unweighted, rate v", P_plain, mid, lambda s: 1 / s),
    ("weighted, rate v", P_weighted, mid, lambda s: mean_g(s) / s),
]
kernel_rows = []
for name, P, rate, factor in cases:
    found = stationary(P, rate)
    predicted = maxwell * factor(mid)
    predicted /= predicted.sum()
    E_found = found @ (R * mid**2)
    E_law = mean_energy(R, factor)
    assert np.abs(found - predicted).sum() < 0.015, name
    assert abs(E_found - E_law) < 0.012, name
    kernel_rows.append((name, E_found, E_law))
wrong_law = maxwell / mean_g(mid)
wrong_law /= wrong_law.sum()
bal_right = imbalance(maxwell, P_weighted, rate_g)
bal_wrong = imbalance(maxwell, P_plain, rate_g)
bal_own = imbalance(wrong_law, P_plain, rate_g)
assert bal_right < 0.02 and bal_own < 0.02 and bal_wrong > 0.05

# ---------- limits in the mass ratio ----------
unweighted_factor = cases[1][3]
E_light = mean_energy(1e-4, unweighted_factor)
E_heavy = mean_energy(1e4, unweighted_factor)
assert abs(E_light - 1) < 2e-3 and abs(E_heavy - 1.5) < 2e-3
assert abs(mean_energy(R, cases[3][3]) - 1) < 1e-7

# ---------- event-driven simulation from the launch energy ----------


def long_run(weighted, atoms=12000, steps=150, burn=30):
    vel = s_launch * isotropic(atoms)
    time = np.zeros(atoms)
    time_E = np.zeros(atoms)
    hit_E = np.zeros(atoms)
    for k in range(steps):
        s = norm(vel)
        if k >= burn:
            dwell = rng.exponential(size=atoms) / mean_g(s)
            time += dwell
            time_E += dwell * R * s**2
            hit_E += R * s**2 / (steps - burn)
        gas, _ = draw_partner(vel, weighted)
        vel = collide(vel, gas, R)
    mean = time_E.sum() / time.sum()
    err = np.std(time_E - mean * time) / time.mean() / np.sqrt(atoms)
    return mean, err, hit_E.mean(), hit_E.std() / np.sqrt(atoms)


run_right = long_run(True)
run_wrong = long_run(False)
E_wrong = mean_energy(R, unweighted_factor)
hit_right = 1.5 + 0.5 / (1 + R)
for run, time_ref, hit_ref in ((run_right, 1.5, hit_right), (run_wrong, E_wrong, 1.5)):
    assert abs(run[0] - time_ref) < 5 * run[1]
    assert abs(run[2] - hit_ref) < 5 * run[3]
assert 1.5 - run_wrong[0] > 10 * run_wrong[1]

# ---------- gap between absorbing target and substrate ----------


def cross_gap(weighted, atoms=100000):
    cosine = np.sqrt(rng.random(atoms))
    vel = isotropic(atoms)
    side = np.sqrt(1 - cosine**2) / np.sqrt(vel[:, 0]**2 + vel[:, 1]**2)
    vel[:, :2] *= side[:, None]
    vel[:, 2] = cosine
    vel *= s_launch
    z = np.zeros(atoms)
    arrived = []
    while len(z):
        s = norm(vel)
        z = z + vel[:, 2] * rng.exponential(size=len(z)) / mean_g(s)
        arrived.append(R * s[z > gap / length_unit]**2)
        inside = (z > 0) & (z < gap / length_unit)
        z, vel = z[inside], vel[inside]
        if len(z):
            gas, _ = draw_partner(vel, weighted)
            vel = collide(vel, gas, R)
    E = np.concatenate(arrived)
    slow = E[E < 10]
    return (len(E) / atoms, E.mean(), E.std() / np.sqrt(len(E)),
            len(slow) / len(E), slow.mean(), slow.std() / np.sqrt(len(slow)))


gap_right = cross_gap(True)
gap_wrong = cross_gap(False)
assert gap_right[4] - gap_wrong[4] > 3 * np.hypot(gap_right[5], gap_wrong[5])

# ---------- size of neglected effects ----------
# An r^-6 potential has sigma ~ g^(-2/3), hence true weight g^(1/3).
x = (np.arange(300) + 0.5) * 0.02
soft_rate = np.array([W_grid @ g_grid(q)**(1 / 3) for q in x / np.sqrt(R)])
soft_law = x**2 * np.exp(-x**2) / soft_rate
E_soft = (soft_law @ x**2) / soft_law.sum()
# For r^-12, sigma ~ (relative energy)^(-1/6); thermal reference is 2 kT.
E_relative = E_launch / (1 + R)
sigma_ratio = (E_relative / (2 * kT_eV))**(-1 / 6)
flux = sputter_yield * current / const.e
M_kg = mass_gas * const.atomic_mass
reduced_mass = M_kg * R / (1 + R)
conductivity = 75 * const.k / (64 * d_gas**2) * np.sqrt(kT / (np.pi * M_kg))
diffusion = 3 / (8 * n_gas * d_pair**2) * np.sqrt(kT / (2 * np.pi * reduced_mass))
heating = flux * E_launch * const.e * gap / (8 * conductivity)
metal_fraction = flux * gap / (8 * diffusion) / n_gas

# ---------- printed results ----------
print(f"Al/Ar mass ratio m/M: {R:.4f}")
print(f"gas: {p_mtorr:.0f} mTorr, {T:.0f} K, kT = {kT_eV:.5f} eV")
print(f"gas density: {n_gas * 1e-6:.3e} cm^-3")
print(f"pair diameter: {d_pair * 1e9:.2f} nm, sigma = {sigma * 1e18:.4f} nm^2")
print(f"1/(n sigma): {length_unit * 100:.3f} cm; gap {gap * 100:.1f} cm")
print(f"launch energy: {E_launch:.1f} eV")
print(f"gas speed a: {np.sqrt(2 * kT / M_kg):.1f} m/s")
print(f"lowest mean acceptance of sampler: {min_accept:.4f}")
print("Stationary mean energy (kT): kernel / formula")
for name, found, law in kernel_rows:
    print(f"  {name}: {found:.4f} / {law:.4f}")
print("Detailed-balance imbalance (sum|F-F^T|/sum F):")
print(f"  weighted, about Maxwellian: {bal_right:.4f}")
print(f"  unweighted, about Maxwellian: {bal_wrong:.4f}")
print(f"  unweighted, about its own law: {bal_own:.4f}")
print("Simulation mean energy (kT), with standard error:")
for name, run in (("weighted", run_right), ("unweighted", run_wrong)):
    print(f"  {name}, per time: {run[0]:.4f} +- {run[1]:.4f}")
    print(f"  {name}, per collision: {run[2]:.4f} +- {run[3]:.4f}")
print(f"formula, weighted per collision: {hit_right:.4f} kT")
print(f"true equilibrium mean energy: {1.5 * kT_eV:.5f} eV")
print(f"unweighted mean energy: {E_wrong * kT_eV:.5f} eV")
print(f"unweighted apparent temperature: {E_wrong / 1.5 * T:.1f} K")
scale = 1 / quad(lambda q: 4 / np.sqrt(np.pi) * q * q * np.exp(-q * q)
                 / mean_g(q / np.sqrt(R)), 0, 8)[0]
for energy in (0.1, 1.0, 5.0, 10.0):
    ratio = scale / mean_g(np.sqrt(energy / R))
    print(f"unweighted/true population at {energy:.1f} kT: {ratio:.4f}")
print("Unweighted mean energy in Ar (kT), deficit (%):")
for name, mass in masses.items():
    E = mean_energy(mass / mass_gas, unweighted_factor)
    print(f"  {name}: {E:.4f}, {100 * (1 - E / 1.5):.2f}")
print(f"limits m/M = 1e-4, 1e4: {E_light:.4f}, {E_heavy:.4f} kT")
print("Substrate arrivals after the gap:")
for name, q in (("weighted", gap_right), ("unweighted", gap_wrong)):
    print(f"  {name}: arriving fraction {q[0]:.4f}")
    print(f"    mean energy {q[1] * kT_eV:.4f} +- {q[2] * kT_eV:.4f} eV")
    print(f"    share below 10 kT {q[3]:.4f}")
    print(f"    their mean {q[4] * kT_eV:.5f} +- {q[5] * kT_eV:.5f} eV")
print(f"r^-6 gas, unweighted mean energy: {E_soft:.4f} kT")
print(f"r^-12 cross-section, launch/thermal: {sigma_ratio:.3f}")
print(f"ion current {current / 10:.1f} mA/cm^2, yield {sputter_yield:.1f}")
print(f"gas diameter {d_gas * 1e9:.2f} nm; gas heating {heating:.1f} K")
print(f"metal/gas density estimate: {metal_fraction:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Al/Ar mass ratio m/M: 0.6754
gas: 10 mTorr, 400 K, kT = 0.03447 eV
gas density: 2.414e+14 cm^-3
pair diameter: 0.32 nm, sigma = 0.3217 nm^2
1/(n sigma): 1.288 cm; gap 6.0 cm
launch energy: 5.0 eV
gas speed a: 408.0 m/s
lowest mean acceptance of sampler: 0.6893
Stationary mean energy (kT): kernel / formula
  weighted, rate <g>: 1.5001 / 1.5000
  unweighted, rate <g>: 1.2491 / 1.2491
  unweighted, constant rate: 1.5002 / 1.5000
  unweighted, rate v: 0.9991 / 1.0000
  weighted, rate v: 1.2400 / 1.2409
Detailed-balance imbalance (sum|F-F^T|/sum F):
  weighted, about Maxwellian: 0.0047
  unweighted, about Maxwellian: 0.1772
  unweighted, about its own law: 0.0044
Simulation mean energy (kT), with standard error:
  weighted, per time: 1.4987 +- 0.0019
  weighted, per collision: 1.7977 +- 0.0020
  unweighted, per time: 1.2507 +- 0.0016
  unweighted, per collision: 1.5014 +- 0.0018
formula, weighted per collision: 1.7984 kT
true equilibrium mean energy: 0.05170 eV
unweighted mean energy: 0.04305 eV
unweighted apparent temperature: 333.1 K
unweighted/true population at 0.1 kT: 1.4225
unweighted/true population at 1.0 kT: 1.0408
unweighted/true population at 5.0 kT: 0.5795
unweighted/true population at 10.0 kT: 0.4232
Unweighted mean energy in Ar (kT), deficit (%):
  C: 1.1722, 21.85
  Al: 1.2491, 16.73
  Cu: 1.3341, 11.06
  W: 1.4186, 5.43
limits m/M = 1e-4, 1e4: 1.0004, 1.5000 kT
Substrate arrivals after the gap:
  weighted: arriving fraction 0.3271
    mean energy 0.3725 +- 0.0047 eV
    share below 10 kT 0.8253
    their mean 0.08652 +- 0.00040 eV
  unweighted: arriving fraction 0.3287
    mean energy 0.3674 +- 0.0047 eV
    share below 10 kT 0.8287
    their mean 0.07800 +- 0.00039 eV
r^-6 gas, unweighted mean energy: 1.4064 kT
r^-12 cross-section, launch/thermal: 0.534
ion current 5.0 mA/cm^2, yield 0.6
gas diameter 0.36 nm; gas heating 55.4 K
metal/gas density estimate: 0.0021
ALL CHECKS PASSED
```
